# Bound and continuum contributions to the static polarisability of hydrogen: a numerical check

```python
# Static dipole polarisability of hydrogen 1s (fixed nucleus, Hartree units).
# H = H0 + F z, shift = -alpha F^2/2, alpha = sum f/omega^2, omega = E + 1/2,
# f = (2/3) omega R^2, R = int u_p r u_1s dr, u_p = r^2 w(r), w0 = w(0).
# Claim: alpha = 9/2 = bound np states (3.663, of which 2p 2.960) + continuum (0.837)
#   f_n   = 2^8 n^5 (n-1)^(2n-4) / (3 (n+1)^(2n+4)),           E = -1/(2 n^2)
#   df/dE = (2^8/3)(1+k^2)^-4 exp(-4 atan(k)/k)/(1-exp(-2pi/k)), E = k^2/2
# G(s) = int r^3 w exp(-s r) dr is the Laplace transform that yields R.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial, pi, exp, atan, sqrt, sinh, expm1
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import roots_laguerre, eval_genlaguerre
from scipy.constants import physical_constants

def f_bound(n):
    n = np.asarray(n, float)
    return 256/3/n**3/(1 - 1/n**2)**4*np.exp(2*n*np.log1p(-2/(n + 1)))
def omega_bound(n):
    return 0.5*(1 - 1/np.asarray(n, float)**2)
def df_dE(k):
    return 256/3/(1 + k*k)**4*exp(-4*atan(k)/k)/(-expm1(-2*pi/k))

# symbolic: first-order wavefunction, exact alpha, sum-rule targets
r = sp.symbols('r', positive=True); th = sp.symbols('theta', real=True)
def H0(g):
    lap = sp.diff(r**2*sp.diff(g, r), r)/r**2 \
        + sp.diff(sp.sin(th)*sp.diff(g, th), th)/(r**2*sp.sin(th))
    return -lap/2 - g/r
def space(g):
    g = sp.expand(sp.simplify(g)*r**2*sp.sin(th))
    return 2*sp.pi*sp.integrate(sp.integrate(g, (th, 0, sp.pi)), (r, 0, sp.oo))
psi0 = sp.exp(-r)/sp.sqrt(sp.pi); z = r*sp.cos(th)
psi1 = -(1 + r/2)*z*psi0
assert sp.simplify(H0(psi1) + psi1/2 + z*psi0) == 0
alpha = float(-2*space(psi0*z*psi1))
z2 = float(space((z*psi0)**2))
mean_E = float(space(z*psi0*H0(z*psi0)))/z2
trk = 2*z2*(mean_E + 0.5)
r2, r3 = float(space(r**2*psi0**2)), float(space(r**3*psi0**2))
assert abs(alpha - 4.5) < 1e-12 and abs(mean_E) < 1e-12 and abs(z2 - 1) < 1e-12
assert abs(2/3*(r2 + r3/2) - alpha) < 1e-12

# bound p states: exact term-by-term integrals against the closed forms
def poly_exp(p, a):
    return sum(c*sp.factorial(m)/a**(m + 1) for (m,), c in sp.Poly(sp.expand(p), r).terms())
radial = {}
for n in range(2, 9):
    kap = sp.Rational(1, n)
    L = sp.expand(sp.assoc_laguerre(n - 2, 3, 2*r*kap)); L = L/L.subs(r, 0)
    w = L*sp.exp(-kap*r)
    ode = r*sp.diff(w, r, 2) + 4*sp.diff(w, r) + (2 - kap**2*r)*w
    assert sp.expand(ode*sp.exp(kap*r)) == 0
    w0sq = 1/poly_exp(r**4*L**2, 2*kap)
    assert w0sq == sp.Rational(4*(n*n - 1), 9*n**5)
    s = sp.Rational(7, 5)
    assert poly_exp(r**3*L, s + kap) == 6/(s*s - kap**2)**2*((s - kap)/(s + kap))**n
    radial[n] = float(poly_exp(2*r**4*L, 1 + kap)*sp.sqrt(w0sq))
    assert abs(2/3*omega_bound(n)*radial[n]**2/f_bound(n) - 1) < 1e-12

# continuum: integrate the radial equation with w0 = 1
for k in (0.3, 0.7, 1.5, 3.0):
    c = [1.0, -0.5]
    for j in range(1, 10):
        c.append((-2*c[j] - k*k*c[j-1])/((j + 1)*(j + 4)))
    r0, rmax, s = 0.01, 400.0, 0.7
    u0 = sum(cj*r0**(j + 2) for j, cj in enumerate(c))
    du0 = sum((j + 2)*cj*r0**(j + 1) for j, cj in enumerate(c))
    rhs = lambda x, y: [y[1], (2/x**2 - 2/x - k*k)*y[0],
                        2*x*x*exp(-x)*y[0], x*exp(-s*x)*y[0]]
    u, du, dip, G = solve_ivp(rhs, (r0, rmax), [u0, du0, 0.4*r0**5, r0**4/4],
                              method='DOP853', rtol=1e-10, atol=1e-13).y[:, -1]
    assert abs(G/(6/(s*s + k*k)**2*exp(-2/k*atan(k/s))) - 1) < 1e-6
    assert abs(dip/(24/(1 + k*k)**3*exp(-2*atan(k)/k)) - 1) < 1e-6
    p = sqrt(k*k + 2/rmax - 2/rmax**2); dp = (-1/rmax**2 + 2/rmax**3)/p
    amp2 = (p*u*u + (du + dp/(2*p)*u)**2/p)/k     # WKB invariant, error ~ p''/p^3
    gam2 = float(abs(mp.gamma(2 + 1j/k))**2)
    assert abs(gam2/((1 + 1/k**2)*(pi/k)/sinh(pi/k)) - 1) < 1e-12
    assert abs(amp2/(9*exp(-pi/k)/(k**4*gam2)) - 1) < 1e-4
    w0sq = 2/(pi*k)/amp2
    assert abs(w0sq/(4*(1 + k*k)/(9*(-expm1(-2*pi/k)))) - 1) < 1e-4
    assert abs((1 + k*k)/3*w0sq*dip**2/df_dE(k) - 1) < 1e-4

# sums of f/omega^q, q = 0, 1, 2; closure against the symbolic targets
N = 100000; ns = np.arange(2, N + 1); thr = 256/(3*exp(4))
bound = [np.sum(f_bound(ns)/omega_bound(ns)**q) + thr*2**q/(2*(N + 0.5)**2) for q in range(3)]
def cont_part(q, kmax=np.inf):
    return quad(lambda k: df_dE(k)*k/((1 + k*k)/2)**q, 0, kmax, epsabs=1e-12, limit=200)[0]
cont = [cont_part(q) for q in range(3)]
for b, c_, target in zip(bound, cont, (trk, 2*z2, alpha)):
    assert abs(b + c_ - target) < 1e-8
assert abs(1000.0**3*f_bound(1000)/df_dE(1e-3) - 1) < 2e-5
terms = f_bound(ns)/omega_bound(ns)**2
partial = lambda m: terms[:m - 1].sum()
assert abs((bound[2] - partial(50))/(4*thr/(2*50.5**2)) - 1) < 5e-3
a_gap, b_gap = trk - bound[0], 2*z2 - bound[1]
lower, upper = b_gap**2/a_gap, 2*b_gap
assert lower < cont[2] < upper
assert cont[2]/alpha < cont[1]/(2*z2) < cont[0]/trk

# finite-difference p levels in a box: no analytic normalisation used
h, M = 0.03, 10000
x = h*np.arange(1, M)
Eb, V = eigh_tridiagonal(1/h**2 + 1/x**2 - 1/x, np.full(M - 2, -0.5/h**2),
                         select='v', select_range=(-1.0, 0.3))
fb = 2/3*(Eb + 0.5)*(sqrt(h)*V.T @ (2*x*x*np.exp(-x)))**2
checked = 0
for j in range(1, len(Eb) - 1):
    if Eb[j] > 0.02:
        dens = fb[j]/((Eb[j+1] - Eb[j-1])/2)
        assert abs(dens/df_dE(sqrt(2*Eb[j])) - 1) < 5e-3   # grid error ~ h^2
        checked += 1
assert checked > 20
box_neg = np.sum((fb/(Eb + 0.5)**2)[Eb < 0])
assert abs(box_neg - bound[2]) < 8e-3       # weight of one box level near E = 0

# orthonormal basis r^(l+1+j) exp(-r), t = 2r, exact Gauss-Laguerre integrals
t, wt = roots_laguerre(40); sw = np.sqrt(wt)
def basis(l, nb):
    a = 2*l + 2; P, D = [], []
    for j in range(nb):
        nrm = sqrt(factorial(j)/factorial(j + a)); L = eval_genlaguerre(j, a, t)
        dL = -eval_genlaguerre(j - 1, a + 1, t) if j else 0*t
        P.append(nrm*sw*t**(l + 1)*L)
        D.append(nrm*sw*((l + 1)*t**l*L + t**(l + 1)*(dL - L/2)))
    P, D = np.array(P), np.array(D)
    return P, 2*D @ D.T + (P*(2*l*(l + 1)/t**2 - 2/t)) @ P.T
def stark(F, nb=12, lmax=3):
    B = [basis(l, nb) for l in range(lmax + 1)]
    H = np.zeros((nb*(lmax + 1),)*2)
    for l in range(lmax + 1):
        H[l*nb:(l+1)*nb, l*nb:(l+1)*nb] = B[l][1]
        if l < lmax:
            Z = F*(l + 1)/sqrt((2*l + 1)*(2*l + 3))*(B[l][0]*t/2) @ B[l+1][0].T
            H[l*nb:(l+1)*nb, (l+1)*nb:(l+2)*nb] = Z
            H[(l+1)*nb:(l+2)*nb, l*nb:(l+1)*nb] = Z.T
    return eigh(H, eigvals_only=True)[0]
F = 0.002
shift1, shift2 = stark(F) - stark(0), stark(2*F) - stark(0)
alpha_ff = (4*(-2*shift1/F**2) - (-2*shift2/(2*F)**2))/3   # removes the F^4 term
assert abs(alpha_ff - alpha) < 1e-5
P1, H1 = basis(1, 2); Ep, C = eigh(H1)
Rp = C.T @ ((P1*t/2) @ basis(0, 1)[0][0])
ap = 2/3*Rp**2/(Ep + 0.5)
assert np.allclose(Ep, [-0.1, 0.5], atol=1e-10) and np.allclose(ap, [25/6, 1/3], atol=1e-10)
assert abs(ap.sum() - alpha) < 1e-10

A3 = (physical_constants['Bohr radius'][0]*1e10)**3
print("Hartree atomic units; alpha in a0^3, energies in Eh, f dimensionless")
print(f"<r^2> = {r2:.4f} a0^2, <r^3> = {r3:.4f} a0^3, <z^2> = {z2:.4f} a0^2")
print(f"alpha, first-order equation = {alpha:.6f} a0^3")
print(f"alpha, finite field = {alpha_ff:.5f} a0^3")
print(f"mean energy of z*psi0 = {abs(mean_E):.6f} Eh; total f = {trk:.6f}")
print("n, omega (Eh), R (a0), f, f/omega^2 (a0^3), partial sum (a0^3)")
for n in range(2, 7):
    print(f"{n} {omega_bound(n):.5f} {radial[n]:.5f} {f_bound(n):.5f} {terms[n-2]:.4f} {partial(n):.4f}")
for m in (10, 50, 1000):
    print(f"partial sum to n={m}: {partial(m):.4f} a0^3, tail estimate {4*thr/(2*(m+0.5)**2):.2e} a0^3")
print(f"threshold df/dE = {thr:.4f} 1/Eh; C = {4*thr:.4f} a0^3")
for q, name in enumerate(("sum f", "sum f/omega (1/Eh)", "alpha (a0^3)")):
    tot = bound[q] + cont[q]
    print(f"{name}: bound {bound[q]:.4f}, continuum {cont[q]:.4f}, total {tot:.6f}, continuum share {100*cont[q]/tot:.1f} %")
print(f"share of alpha: 2p {100*terms[0]/alpha:.1f} %, all bound {100*bound[2]/alpha:.1f} %")
print(f"weight of z*psi0: bound {bound[1]/2/z2:.4f}, continuum {cont[1]/2/z2:.4f}")
print(f"gaps a = {a_gap:.4f}, b = {b_gap:.4f} 1/Eh")
print(f"bounds on continuum alpha: {lower:.4f} to {upper:.4f} a0^3")
print(f"effective omega: bound {sqrt(bound[0]/bound[2]):.4f} Eh, continuum {sqrt(cont[0]/cont[2]):.4f} Eh")
for k in (0.3, 0.5, 1.0, 2.0):
    print(f"k={k} 1/a0, E={k*k/2:.3f} Eh: df/dE {df_dE(k):.5f} 1/Eh, continuum alpha below E {cont_part(2, k):.4f} a0^3")
print(f"box radius {h*M:.0f} a0: {int(np.sum(Eb < 0))} levels with E<0 give {box_neg:.3f} a0^3")
print(f"pseudo-states: E = {Ep[0]:.4f}, {Ep[1]:.4f} Eh; alpha parts {ap[0]:.4f}, {ap[1]:.4f} a0^3")
print(f"F = {F} au: diagonalised shift {shift1:.4e} Eh")
print(f"  -alpha F^2/2: full {-alpha*F*F/2:.4e} Eh, bound only {-bound[2]*F*F/2:.4e} Eh")
print(f"a0^3 = {A3:.6f} angstrom^3")
print(f"angstrom^3: 2p {terms[0]*A3:.4f}, bound {bound[2]*A3:.4f}, continuum {cont[2]*A3:.4f}, total {alpha*A3:.4f}")
print("all assertions hold")
```

Printed output:

```
Hartree atomic units; alpha in a0^3, energies in Eh, f dimensionless
<r^2> = 3.0000 a0^2, <r^3> = 7.5000 a0^3, <z^2> = 1.0000 a0^2
alpha, first-order equation = 4.500000 a0^3
alpha, finite field = 4.50000 a0^3
mean energy of z*psi0 = 0.000000 Eh; total f = 1.000000
n, omega (Eh), R (a0), f, f/omega^2 (a0^3), partial sum (a0^3)
2 0.37500 1.29027 0.41620 2.9596 2.9596
3 0.44444 0.51669 0.07910 0.4005 3.3601
4 0.46875 0.30458 0.02899 0.1319 3.4920
5 0.48000 0.20870 0.01394 0.0605 3.5525
6 0.48611 0.15514 0.00780 0.0330 3.5855
partial sum to n=10: 3.6344 a0^3, tail estimate 2.84e-02 a0^3
partial sum to n=50: 3.6620 a0^3, tail estimate 1.23e-03 a0^3
partial sum to n=1000: 3.6633 a0^3, tail estimate 3.12e-06 a0^3
threshold df/dE = 1.5629 1/Eh; C = 6.2517 a0^3
sum f: bound 0.5650, continuum 0.4350, total 1.000000, continuum share 43.5 %
sum f/omega (1/Eh): bound 1.4332, continuum 0.5668, total 2.000000, continuum share 28.3 %
alpha (a0^3): bound 3.6633, continuum 0.8367, total 4.500000, continuum share 18.6 %
share of alpha: 2p 65.8 %, all bound 81.4 %
weight of z*psi0: bound 0.7166, continuum 0.2834
gaps a = 0.4350, b = 0.5668 1/Eh
bounds on continuum alpha: 0.7386 to 1.1336 a0^3
effective omega: bound 0.3927 Eh, continuum 0.7210 Eh
k=0.3 1/a0, E=0.045 Eh: df/dE 1.24081 1/Eh, continuum alpha below E 0.2309 a0^3
k=0.5 1/a0, E=0.125 Eh: df/dE 0.85626 1/Eh, continuum alpha below E 0.4755 a0^3
k=1.0 1/a0, E=0.500 Eh: df/dE 0.23091 1/Eh, continuum alpha below E 0.7775 a0^3
k=2.0 1/a0, E=2.000 Eh: df/dE 0.01559 1/Eh, continuum alpha below E 0.8352 a0^3
box radius 300 a0: 14 levels with E<0 give 3.664 a0^3
pseudo-states: E = -0.1000, 0.5000 Eh; alpha parts 4.1667, 0.3333 a0^3
F = 0.002 au: diagonalised shift -9.0009e-06 Eh
  -alpha F^2/2: full -9.0000e-06 Eh, bound only -7.3265e-06 Eh
a0^3 = 0.148185 angstrom^3
angstrom^3: 2p 0.4386, bound 0.5428, continuum 0.1240, total 0.6668
all assertions hold
```
